# Participation ratio of a long standing wave

## The problem

How evenly the atoms of a solid share a vibrational mode can be summarized by one number. Take \(N\) atoms of equal mass, each with a single displacement component, and let \(u_j\) be the amplitude of atom \(j\) in the mode. The participation ratio is

\[
p=\frac{\left(\sum_{j=1}^{N}|u_j|^2\right)^2}{N\sum_{j=1}^{N}|u_j|^4}.
\]

Multiplying every \(u_j\) by the same constant multiplies numerator and denominator by the same factor, so \(p\) depends on the shape of the mode and not on its strength.

It is tempting to read \(p\) as the fraction of atoms that take part, and to expect \(p=1\) for a mode that fills the sample. The questions test that reading.

**(a)** Show that \(1/N\le p\le 1\). Which modes reach each limit?

**(b)** A real standing wave \(u=A\cos(kx+\varphi)\) fills a sample many wavelengths long. Find \(p\).

**(c)** Find \(p\) for each mode of a chain of \(N\) equal masses \(m\), joined by equal springs \(K\), with both ends free. Check one mode of a six-atom chain by hand.

**(d)** A continuous sample of length \(L\) contains a standing wave of arbitrary phase. Show that for \(kL\ge 10\) its participation ratio differs from the answer to (b) by less than \(3/(4kL)\).

**(e)** A free-standing amorphous-silicon membrane is 100 nm thick. Model it as 400 layers spaced 0.25 nm apart, with a longitudinal sound speed of roughly 8 km/s. For the thickness mode with four half wavelengths, find the frequency and \(p\), and judge how far disorder, damping and temperature alter \(p\).

## Hints

**For (a).** Write \(I_j=|u_j|^2\). One limit follows from the variance of the \(I_j\), the other from expanding \((\sum I_j)^2\).

**For (b).** Divide each sum by \(N\) to turn it into an average. Then express \(\cos^2\theta\) and \(\cos^4\theta\) through cosines of multiple angles.

**For (c).** Try \(u_j=\cos[q(j-\tfrac12)]\). A free end can be represented by a fictitious neighbour that moves with the end atom. For the sums, use

\[
2\sin\alpha\,\cos[(2j-1)\alpha]=\sin(2j\alpha)-\sin[2(j-1)\alpha].
\]

Watch for a vanishing \(\sin\alpha\).

**For (d).** Keep the averages of \(\cos(2kx+2\varphi)\) and \(\cos(4kx+4\varphi)\) instead of dropping them. Each is bounded by a constant over \(kL\).

**For (e).** With free faces, the thickness holds a whole number of half wavelengths.

## Solution

### (a) What the ratio measures

Let \(\langle I\rangle=N^{-1}\sum I_j\) and \(\langle I^2\rangle=N^{-1}\sum I_j^2\). Then

\[
p=\frac{N^2\langle I\rangle^2}{N\cdot N\langle I^2\rangle}
=\frac{\langle I\rangle^2}{\langle I^2\rangle}.
\]

The variance of the intensities is \(\langle I^2\rangle-\langle I\rangle^2\). Dividing it by \(\langle I\rangle^2\) gives

\[
\frac1p=1+\frac{\langle I^2\rangle-\langle I\rangle^2}{\langle I\rangle^2}.
\]

A variance is never negative, so \(p\le1\). Equality requires zero variance, which means that all \(|u_j|\) are equal.

For the lower limit, expand the square:

\[
\left(\sum_j I_j\right)^2=\sum_j I_j^2+\sum_{i\ne j}I_iI_j\ \ge\ \sum_j I_j^2 ,
\]

because every \(I_j\ge0\). Hence \(p\ge1/N\). Equality requires all products \(I_iI_j\) with \(i\ne j\) to vanish, so that one atom alone moves.

The ratio therefore measures how evenly the intensity is spread. A mode can reach every part of the sample and still have \(p<1\), because its intensity varies from place to place.

### (b) The long standing wave

Put \(\theta=kx+\varphi\). The first power reduction is

\[
\cos^2\theta=\frac{1+\cos2\theta}{2}.
\]

Squaring it, and applying the same identity to \(\cos^22\theta\), gives

\[
\cos^4\theta=\frac{1+2\cos2\theta+\cos^22\theta}{4}
=\frac{3+4\cos2\theta+\cos4\theta}{8}.
\]

Over a full cycle the cosines of \(2\theta\) and \(4\theta\) average to zero. In a sample many wavelengths long, and with many atoms per wavelength, the sample average approaches the cycle average. Therefore

\[
\langle I\rangle=\frac{A^2}{2},\qquad
\langle I^2\rangle=\frac{3A^4}{8},\qquad
p=\frac{A^4/4}{3A^4/8}=\frac23 .
\]

The relative variance of the intensity is \((3/8-1/4)/(1/4)=1/2\), and \(1/p=1+1/2\) gives the same answer. The deficit from one comes from the alternation of nodes and antinodes. It does not mean that a third of the sample is at rest.

### (c) The free chain

An interior atom obeys

\[
m\ddot u_j=K(u_{j+1}-2u_j+u_{j-1}).
\]

Atom 1 feels one spring, \(m\ddot u_1=K(u_2-u_1)\). This is the interior equation with a fictitious \(u_0=u_1\). The other end likewise requires \(u_{N+1}=u_N\).

Insert \(u_j=\cos[q(j-\tfrac12)]\), with time dependence \(\cos\omega t\). Since \(u_{j+1}+u_{j-1}=2\cos q\,u_j\), the interior equation gives

\[
m\omega^2=2K(1-\cos q)=4K\sin^2\frac q2 .
\]

The left condition holds because \(\cos(-q/2)=\cos(q/2)\). The right condition is

\[
\cos[q(N+\tfrac12)]-\cos[q(N-\tfrac12)]=-2\sin(qN)\sin\frac q2=0 ,
\]

which is met by \(q=\pi n/N\). The values \(n=0,1,\dots,N-1\) give \(N\) different frequencies, hence all \(N\) modes.

Now let \(\theta_j=q(j-\tfrac12)\). Summing the identity in the hint over \(j\), neighbouring terms cancel and

\[
\sum_{j=1}^{N}\cos[(2j-1)\alpha]=\frac{\sin(2N\alpha)}{2\sin\alpha}
\qquad(\sin\alpha\ne0).
\]

For \(\sum\cos2\theta_j\) set \(\alpha=q\). The numerator is \(\sin(2\pi n)=0\), and \(\sin q\ne0\) for \(1\le n\le N-1\), so this sum vanishes.

For \(\sum\cos4\theta_j\) set \(\alpha=2q\). The numerator is \(\sin(4\pi n)=0\), and the sum vanishes unless \(\sin2q=0\). Within the allowed range that happens only at \(n=N/2\). For every other nonzero \(n\),

\[
\sum_j u_j^2=\frac N2,\qquad \sum_j u_j^4=\frac{3N}{8},\qquad
p=\frac{N^2/4}{3N^2/8}=\frac23 .
\]

For these modes the result holds at any wavelength, with no long-wave approximation.

Two modes differ:

- At \(n=0\) all atoms move together, so \(p=1\).
- At \(n=N/2\), possible for even \(N\), \(2q=\pi\) and each \(\cos4\theta_j=\cos[(2j-1)\pi]=-1\). Then \(\sum u_j^4=(3N-N)/8=N/4\), and \(p=(N^2/4)/(N^2/4)=1\). The atoms sample the wave midway between node and antinode, where \(|u_j|=1/\sqrt2\).

For six atoms and \(n=1\), the angles are \(15^\circ,45^\circ,75^\circ\) and their mirror images:

| Atoms | \(\lvert u\rvert\) | \(u^2\) | \(u^4\) |
|---|---|---|---|
| 1, 6 | 0.9659 | 0.9330 | 0.8705 |
| 2, 5 | 0.7071 | 0.5000 | 0.2500 |
| 3, 4 | 0.2588 | 0.0670 | 0.0045 |

The sums over all six atoms are 3.0000 and 2.2500, so \(p=3^2/(6\times2.25)=0.6667\).

Fixed ends change the count slightly. The modes are then \(u_j=\sin\theta_j\) with \(\theta_j=\pi nj/(N+1)\), and

\[
\sin^2\theta=\frac{1-\cos2\theta}{2},\qquad
\sin^4\theta=\frac{3-4\cos2\theta+\cos4\theta}{8}.
\]

The site \(j=0\) has zero displacement and can be added to the sums at no cost. Over \(j=0,\dots,N\), the angles \(2\theta_j\) are spread evenly round the circle, so their cosines sum to zero. The same holds for \(4\theta_j\) unless \(2n=N+1\), which cannot occur for even \(N\). Thus, for even \(N\),

\[
p=\frac{[(N+1)/2]^2}{N\cdot3(N+1)/8}=\frac{2(N+1)}{3N}.
\]

For \(N=50\) this is 0.6800. The excess over \(2/3\) arises because the motionless wall site is left out of \(N\), and it disappears as \(N\) grows.

### (d) How long is long?

Define the sample averages \(c_2=\langle\cos(2kx+2\varphi)\rangle\) and \(c_4=\langle\cos(4kx+4\varphi)\rangle\) over \(0\le x\le L\). Integration gives

\[
c_2=\frac{\sin(2kL+2\varphi)-\sin2\varphi}{2kL},\qquad
c_4=\frac{\sin(4kL+4\varphi)-\sin4\varphi}{4kL}.
\]

A difference of two sines is at most 2 in magnitude, so \(|c_2|\le1/(kL)\) and \(|c_4|\le1/(2kL)\). The power reductions of part (b) now give

\[
p=\frac{(1+c_2)^2/4}{(3+4c_2+c_4)/8}=\frac{2(1+c_2)^2}{3+4c_2+c_4}.
\]

Subtract \(2/3\) over a common denominator:

\[
p-\frac23=\frac{6(1+c_2)^2-2(3+4c_2+c_4)}{3(3+4c_2+c_4)}
=\frac{4c_2+6c_2^2-2c_4}{3(3+4c_2+c_4)} .
\]

Let \(\varepsilon=1/(kL)\le0.1\). The numerator is at most \(4\varepsilon+6\varepsilon^2+\varepsilon\le5.6\,\varepsilon\) in magnitude. The denominator is at least \(3(3-4.5\,\varepsilon)\ge7.65\). Since \(5.6/7.65<0.75\),

\[
\left|p-\frac23\right|<\frac{3}{4kL}\qquad(kL\ge10).
\]

This is an upper bound, not an estimate of the error. In a coarse scan over phases and over \(kL\) from 10 to 60, the largest value of \(kL\,|p-2/3|\) was 0.469; values between the grid points can be somewhat larger. If \(L\) is a whole number of half wavelengths, \(kL\) is a multiple of \(\pi\), both averages vanish for any phase, and \(p=2/3\) without correction.

### (e) The silicon membrane

Four half wavelengths fill the thickness, so

\[
\lambda=\frac{2L}{n}=\frac{2\times100\ \text{nm}}{4}=50\ \text{nm},\qquad
f=\frac v\lambda=\frac{8000\ \text{m/s}}{50\times10^{-9}\ \text{m}}=0.16\ \text{THz}.
\]

The discreteness of the layers lowers this frequency by a fraction \(4.1\times10^{-5}\), far less than the uncertainty of the sound speed. Since \(n=4\) is neither 0 nor 200, part (c) gives \(p=2/3\). The product \(pN=267\) is the number of equally moving layers, with the others at rest, that would have the same ratio. The actual mode extends through all 400.

**Relation to a real membrane.** The thickness and sound speed are rough, plausible values for a thin silicon membrane. An amorphous solid has no regular layers; the spacing merely has the size of an interatomic distance. The scalar description suits a longitudinal mode that is uniform in the plane, since in a uniform membrane all displacements then point along the normal. Disorder adds some sideways motion, which the scalar model leaves out. Other neglected effects were sized as follows.

- **Disorder.** A scalar bar of \(400\times6\times6\) sites, with spring constants drawn uniformly within ±50 % of their mean, was diagonalized for one random sample. Its \(n=4\) mode has \(p=0.6656\), about 0.2 % below \(2/3\), and a squared overlap of 0.9999 with the ideal cosine. The sign and exact size of this small shift depend on the sample, so it does not show that disorder generally lowers \(p\). This is a model of disorder, not an atomistic silicon structure. The bar is also narrow: the lowest wave that varies across its width has about 32 times the frequency of the \(n=4\) mode. A wide membrane has waves travelling in the plane at nearly the same frequency as the thickness mode. Disorder can mix them with it, and the resulting modes can have \(p\) far from \(2/3\). The small shift found here does not cover that case.
- **Damping.** Assume an energy mean free path \(\ell=1000\) nm, with the wave driven at one face and \(x\) measured from the other. Then \(u=\cos[(k+i/2\ell)x]\) and \(|u|^2=\cos^2kx+\sinh^2(x/2\ell)\). The added term keeps the nodes from being perfectly still. It gives \(p=0.6674\), about 0.1 % above \(2/3\). The shift is this small only because the assumed \(\ell\) is ten times the thickness: \(\ell=300\) nm gives \(p\approx0.675\) and \(\ell=100\) nm gives \(p\approx0.72\).
- **Thickness.** If a uniform membrane is 0.5 nm thicker, the free faces adjust \(k\) and the mode keeps \(p=2/3\). If \(k\) is instead held fixed, so that the wave no longer fits the thickness exactly, \(p=0.6678\). Scattering into in-plane waves by rough faces is not included.
- **Temperature.** The vibrational quantum is 0.66 meV and \(k_BT\) at 300 K is 25.9 meV, so the mode is strongly excited at room temperature. In the harmonic model this changes the amplitude, which cancels from \(p\).

The calculation also assumes the wave form itself, and this can fail at higher frequency. If the mean free path shrinks to about a wavelength, the mode is no longer a standing wave with a definite \(k\), and this calculation does not give its participation ratio.

## Variation 1: other waves that fill the sample

**Question.** Find \(p\) for a travelling wave on a ring, and for a product of standing waves in a box.

**Solution.** On a ring of \(N\) atoms, \(\cos kj\) and \(\sin kj\) have the same frequency when \(k=2\pi s/N\) with integer \(s\) and \(0<s<N/2\). Any combination of them is therefore also a mode. The travelling combination is \(u_j=\cos kj+i\sin kj=e^{ikj}\). Here \(|u_j|^2=1\) at every site, so \(p=1\).

A real combination can be written \(A\cos(kj-\varphi)\). Its double- and quadruple-angle sums vanish if \(4s\) is not a multiple of \(N\), and then \(p=2/3\). Two modes of equal frequency and equal extent thus have different participation ratios. The complex amplitude describes the time-averaged intensity, which is uniform for a travelling wave; a snapshot of its real displacement is again a cosine.

In a rectangular box with free faces, take \(u=X(x)Y(y)Z(z)\), each factor being a free-chain mode with \(p=2/3\). Both sums in the definition factorize, as does \(N=N_xN_yN_z\), so the ratios multiply:

\[
p=p_xp_yp_z=\left(\frac23\right)^3=\frac{8}{27}\approx0.296 .
\]

In two dimensions the value is \(4/9\approx0.444\). Among long-wave product modes in such a box, the value \(2/3\) therefore belongs to those that vary along one edge only; each further edge along which the mode varies brings another factor \(2/3\). If edges are equal, different product modes can share a frequency, and a combination of them can have another value of \(p\).

## Variation 2: a mode that is localized

**Question.** In a long chain, atom \(j=0\) is also tied to the ground by a spring \(V>0\). Find the mode bound to it and its participation ratio. How can it be told from an extended mode?

**Solution.** Try \(u_j=(-q)^{|j|}\) with \(0<q<1\), where \(q\) is now a decay factor. Away from the centre, and at the centre, the equations of motion give

\[
m\omega^2=K\left(2+q+\frac1q\right),\qquad
m\omega^2=V+2K+2Kq .
\]

Equating them yields \(V=K(1/q-q)\). For a chain much longer than the decay length, geometric series give

\[
\sum_j u_j^2=1+\frac{2q^2}{1-q^2}=\frac{1+q^2}{1-q^2},\qquad
\sum_j u_j^4=\frac{1+q^4}{1-q^4},
\]

\[
pN=\left(\frac{1+q^2}{1-q^2}\right)^2\frac{1-q^4}{1+q^4}.
\]

For \(q=1/3\) the extra spring is \(V=2.667K\), and \(pN=(1.25)^2/1.025=1.524\). Diagonalizing chains with the defect at the centre gives \(p=0.01509\) for \(N=101\) and \(p=0.00758\) for \(N=201\), with \(pN=1.5244\) in both.

The distinction lies in the dependence on size. With the defect held fixed, \(p\) of the bound mode falls as \(1/N\), while, with the defect on the exact central atom (odd \(N\)), \(p\) of a long standing wave approaches \(2/3\) as the chain grows. For even \(N\) no atom is central, and with the defect half a spacing off centre the lowest modes settle near \(p=0.41\) for the same \(V\). A defect placed at a fixed fraction of the length can confine a long wave mainly to one side of the chain; \(p\) then settles at a smaller value, but it does not fall as \(1/N\). A defect at a fixed distance from one end is different: with it about 20 atoms from the end, some modes inside the band are trapped on the short side and have \(pN\) between 14 and 19 for \(N\) from 200 to 3200. Beyond the defect their amplitude is small but does not decay, so the fall as \(1/N\) must stop in a much longer chain; over a limited range of sizes it can be mistaken for a bound mode. A single value below one does not establish localization. The numerical output below lists the main values used here.

## Numbers as computed

```
cycle average of cos^2: 0.5000
cycle average of cos^4: 0.3750
their participation ratio: 0.6667
six free atoms, n=1: atom, u, u^2, u^4
  1    0.9659  0.9330  0.8705
  2    0.7071  0.5000  0.2500
  3    0.2588  0.0670  0.0045
  4   -0.2588  0.0670  0.0045
  5   -0.7071  0.5000  0.2500
  6   -0.9659  0.9330  0.8705
  sum u^2 = 3.0000, sum u^4 = 2.2500, p = 0.6667
membrane: 400 layers, spacing 0.25 nm, thickness 100 nm, sound speed 8.0 km/s
mode n=4: wavelength 50.0 nm, kL = 12.57
frequency from the chain: 0.1600 THz
frequency without dispersion: 0.1600 THz
relative lowering by dispersion: 4.1e-05
participation ratio of the mode: 0.6667
equivalent number of equal layers pN: 266.7
p of uniform mode n=0: 1.0000
p of exceptional mode n=200: 1.0000
largest kL*|p-2/3| found for kL from 10 to 60: 0.469
fixed ends, N=50: p = 0.6800
ring, N=90: standing p = 0.6667, travelling p = 1.0000
product standing wave in 2 dimensions: p = 0.4444
product standing wave in 3 dimensions: p = 0.2963
localized mode: q = 0.3333, extra spring V/K = 2.6667
  N=101: p = 0.01509, pN = 1.5244
  N=201: p = 0.00758, pN = 1.5244
disordered bar 400x6x6, springs within +-50 %:
  n=4: p = 0.6656, squared overlap with cosine = 0.9999
damped, energy mean free path 1000 nm: p = 0.6674
thickness error 0.5 nm at fixed k: p = 0.6678
vibrational quantum: 0.662 meV
thermal energy at 300 K: 25.85 meV
```
